# Yukawa shifts in hydrogen as apparent changes of radius or alpha, part 1

(Sections cited here and not found follow in the second part.)

## First half: the three level shifts and the light mediator

### Definitions and conventions

The system is one electron bound to one proton. The motion is nonrelativistic, $m$ is the reduced mass, and $r$ is the distance between the particles. Without new physics the Hamiltonian is

$$H_0=\frac{p^2}{2m}-\frac{\hbar c\,\alpha}{r}.$$

A new force carried by a mediator of mass $M$ adds the Yukawa potential

$$V(r)=-g\,\hbar c\,\frac{e^{-\mu r}}{r},\qquad \mu=\frac{Mc}{\hbar}.$$

The number $g$ is a dimensionless coupling, and $g>0$ means attraction. The length $1/\mu$ is the range of the force. The potential is taken to be independent of spin, and the proton is a point source of it. Throughout, $|g|\ll\alpha$.

The natural length is the Bohr radius formed with the reduced mass,

$$a=\frac{\hbar}{mc\,\alpha},\qquad\text{so that}\qquad \frac{\hbar c}{a}=mc^2\alpha .$$

Two dimensionless variables follow: $\rho=r/a$ for the distance and $x=\mu a$ for the mediator mass. A large $x$ means a range much shorter than the atom, and a small $x$ means a range much longer than it. "Heavy" and "light" will always refer to $x$, so they compare the mediator with a particular atom.

The level shift in first order follows from expanding the energy and the state in the strength of $V$. Write $E=E_0+E_1+\dots$ and $\psi=\psi_0+\psi_1+\dots$. The terms of first order in $(H_0+V)\psi=E\psi$ are

$$(H_0-E_0)\psi_1+(V-E_1)\psi_0=0 .$$

Multiply by $\psi_0^*$ and integrate. The first term vanishes because $H_0$ is Hermitian and $H_0\psi_0=E_0\psi_0$. With $\psi_0$ normalized, what remains is $E_1=\langle\psi_0|V|\psi_0\rangle$.

The levels 2S and 2P are degenerate in $H_0$, so one must ask whether $V$ mixes them. It does not: $V$ depends on $r$ alone, and the angular integral between states of different $l$ or different magnetic quantum number is zero. The formula therefore holds for each of these states separately.

Let $P(\rho)$ be the radial probability density, with $\int_0^\infty P\,d\rho=1$. The shift becomes

$$\Delta E=-\frac{g\hbar c}{a}\,F(x),\qquad F(x)=\int_0^\infty P(\rho)\,\frac{e^{-x\rho}}{\rho}\,d\rho .$$

The prefactor carries the unit and the sign, while $F$ carries the shape of the state. Since $F$ is positive, an attractive force lowers every level.

### The simplest case: 1S

Write the wavefunction as $u(\rho)/\rho$ times an angular function. Since $\hbar^2/(ma^2)=\hbar c\alpha/a$, the radial equation of $H_0$ in units of $\hbar c\alpha/a$ is

$$-\frac12u''+\frac{l(l+1)}{2\rho^2}u-\frac1\rho u=\varepsilon u .$$

For 1S take $u=2\rho e^{-\rho}$. Then $u''=2(\rho-2)e^{-\rho}$, so $-\frac12u''=-\frac12u+2e^{-\rho}$. The Coulomb term is $-2e^{-\rho}$ and cancels the last piece. Hence $\varepsilon=-\frac12$, as required for the ground state.

All integrals below are of one type. Starting from $\int_0^\infty e^{-s\rho}d\rho=1/s$ and differentiating $k$ times with respect to $s$ gives

$$\int_0^\infty\rho^k e^{-s\rho}\,d\rho=\frac{k!}{s^{k+1}} .$$

With $k=2$ and $s=2$ this confirms the normalization of $P=u^2=4\rho^2e^{-2\rho}$, because $4\cdot2/8=1$. The Yukawa factor adds $x$ to the exponent and removes one power of $\rho$:

$$F_{1S}=4\int_0^\infty\rho\,e^{-(2+x)\rho}\,d\rho=\frac{4}{(2+x)^2}.$$

Two limits can be checked at once by other means.

If the mediator is massless, $x=0$ and $F_{1S}=1$, so $\Delta E=-g\hbar c/a$. In that case $V$ is itself a Coulomb potential, and $H_0+V$ is hydrogen with $\alpha$ replaced by $\alpha+g$. The ground-state energy is $-\frac12mc^2\alpha^2$, and its change to first order is $-mc^2\alpha g=-g\hbar c/a$. The two results agree.

If the mediator is very heavy, $F_{1S}\to4/x^2$. The electron density is then nearly constant over the range of the force, and only the volume integral of $V$ should matter:

$$\int V\,d^3r=-4\pi g\hbar c\int_0^\infty r e^{-\mu r}dr=-\frac{4\pi g\hbar c}{\mu^2}.$$

The density at the proton is $|\psi_{1S}(0)|^2=4/(4\pi a^3)=1/(\pi a^3)$. The product is $-4g\hbar c/(\mu^2a^3)=-(g\hbar c/a)(4/x^2)$, again in agreement.

### Generalization to n = 2

For 2S the radial function is

$$u=\frac{1}{\sqrt2}\,p(\rho)\,e^{-\rho/2},\qquad p=\rho-\frac{\rho^2}{2}.$$

It solves the radial equation with $l=0$. Differentiating the product twice turns the polynomial into $p''-p'+p/4$, and here $p''-p'=-1-(1-\rho)=\rho-2$. The kinetic term therefore contributes $1-\rho/2-p/8$. The Coulomb term contributes $-p/\rho=-(1-\rho/2)$. The sum is $-p/8$, so $\varepsilon=-\frac18$.

For 2P the function is $u=\rho^2e^{-\rho/2}/\sqrt{24}$. With $p=\rho^2$, the kinetic term gives $-\frac12(2-2\rho+\rho^2/4)=-1+\rho-\rho^2/8$. The centrifugal term with $l=1$ gives $+1$, and the Coulomb term gives $-\rho$. The sum is $-\rho^2/8$, so again $\varepsilon=-\frac18$.

The two densities are

$$P_{2S}=\frac{\rho^2}{2}\Big(1-\frac\rho2\Big)^2e^{-\rho},\qquad P_{2P}=\frac{\rho^4}{24}e^{-\rho}.$$

Their norms are $\frac12(2-6+6)=1$ and $24/24=1$.

Set $q=1+x$, which is the total exponent for both states. For 2S, expand the square and integrate term by term:

$$F_{2S}=\frac12\int_0^\infty\Big(\rho-\rho^2+\frac{\rho^3}{4}\Big)e^{-q\rho}d\rho
=\frac12\Big(\frac1{q^2}-\frac2{q^3}+\frac{3}{2q^4}\Big).$$

Put the bracket over $q^4$. The numerator is $q^2-2q+\frac32=(q-1)^2+\frac12=x^2+\frac12$. Therefore

$$F_{2S}=\frac{1+2x^2}{4(1+x)^4}.$$

For 2P a single integral is needed:

$$F_{2P}=\frac1{24}\cdot\frac{3!}{q^4}=\frac{1}{4(1+x)^4}.$$

These are the closed forms sought. They were tested against direct quadrature, and also against the slope of the energy with respect to $g$ obtained by diagonalizing $H_0+V$ at $x=0.05$, $1$ and $10$. The diagonalization includes the response of the wavefunction, so it tests the first-order argument as well as the integrals.

### The difference between 2S and 2P

The Coulomb Hamiltonian $H_0$ leaves 2S and 2P degenerate, so within the model $H_0+V$ their splitting shows that the added force is not of Coulomb form. In the real atom relativistic and radiative terms and the finite size of the proton also split these levels, and they must be accounted for separately. From the closed forms,

$$F_{2S}-F_{2P}=\frac{x^2}{2(1+x)^4}.$$

An attractive force lowers 2S more than 2P for every $x>0$. The difference vanishes at both ends. At $x\to0$ the potential becomes Coulombic and restores the degeneracy. At $x\to\infty$ both shifts go to zero.

The position of the maximum follows from the logarithmic derivative,

$$\frac2x-\frac4{1+x}=0\quad\Longrightarrow\quad x=1,$$

where the difference equals $1/(2\cdot16)=1/32$. It is the only stationary point at positive $x$, so it is the maximum. At fixed $g$, the 2S-2P interval responds most strongly when the range equals the Bohr radius. A numerical search gives the same position and height.

For hydrogen, $x=1$ corresponds to a mediator energy

$$Mc^2=\alpha mc^2=0.0072974\times510.72\ \text{keV}=3.727\ \text{keV}.$$

A mediator of 4 keV lies close to the peak, at $x=4000/3726.9=1.0733$. The closed forms then give

$$F_{1S}=\frac{4}{(3.0733)^2}=0.4235,\qquad F_{2S}=0.0447,\qquad F_{2P}=0.0135 .$$

Take the round coupling $g=10^{-12}$. It is chosen for illustration, with no claim that measurements allow or exclude it. The frequency scale is $g\hbar c/(ah)=9.0116\times10^5$ Hz. The three level shifts are $-3.816\times10^5$, $-4.03\times10^4$ and $-1.22\times10^4$ Hz. They follow neither a $1/n^2$ law, which would make 2S and 2P equal, nor a law in which P states stay unshifted.

### Light mediator: a change of the Coulomb strength

The 1S check at $x=0$ can be extended to any bound state of $H_0$ and to small nonzero $x$. For $y\ge0$ the exponential obeys

$$1-y\le e^{-y}\le1-y+\frac{y^2}{2}.$$

Set $y=x\rho$, multiply by $P/\rho$, and integrate. Because $P$ is normalized, the term linear in $x$ has the coefficient $-1$ for every state:

$$\Big\langle\frac1\rho\Big\rangle-x\ \le\ F(x)\ \le\ \Big\langle\frac1\rho\Big\rangle-x+\frac{x^2}{2}\langle\rho\rangle .$$

The first average follows from the energy formula $E_n=-mc^2\alpha^2/(2n^2)$. Changing $\alpha$ by a small $\delta\alpha$ adds the perturbation $-\hbar c\,\delta\alpha/r$, so

$$-\hbar c\Big\langle\frac1r\Big\rangle=\frac{dE_n}{d\alpha}=-\frac{mc^2\alpha}{n^2}=-\frac{\hbar c}{a\,n^2}
\quad\Longrightarrow\quad\Big\langle\frac1\rho\Big\rangle=\frac1{n^2}.$$

Through first order in $x$ the Yukawa shift is thus the shift produced by $\delta\alpha=g$, with an added constant:

$$\Delta E\simeq-\frac{g\hbar c}{a\,n^2}+g\,\hbar c\,\mu .$$

The constant equals $gMc^2$. It arises because inside its range the potential is approximately $-g\hbar c/r+g\hbar c\mu$. It shifts all levels that lie inside the range equally, upward for $g>0$, and drops out of the transition frequencies between them.

The first departure from the imitation is of order $x^2$. Expanding the closed forms gives

$$F_{1S}=1-x+\frac34x^2+\dots,\quad
F_{2S}=\frac14-x+3x^2+\dots,\quad
F_{2P}=\frac14-x+\frac52x^2+\dots$$

For 2S, for example, $\frac14(1+2x^2)(1-4x+10x^2)$ has the quadratic coefficient $\frac14(10+2)=3$. The upper level of the 1S-2S transition moves down less than the lower one, so the transition energy grows by $(g\hbar c/a)(F_{1S}-F_{2S})$, with

$$F_{1S}-F_{2S}=\frac34-\frac94x^2+\dots=\frac34\left(1-3x^2+\dots\right).$$

For a mediator of 10 eV, $x=10/3726.9=0.002683$. The range is about 19.7 nm, against a Bohr radius of 0.053 nm. A pure change $\delta\alpha=g$ would raise the 1S-2S frequency by $\frac34\times901163=675872$ Hz. The Yukawa force raises it by 675858 Hz. The quadratic term predicts a deficit of $3x^2\times675872\approx14.6$ Hz. The cubic terms of the closed forms, $-\frac12x^3$ for 1S and $\frac14(-20-8)x^3=-7x^3$ for 2S, add $+\frac{13}2x^3$ to $F_{1S}-F_{2S}$. This is about 0.1 Hz and reduces the deficit to 14.5 Hz, so the rise is $675872.1-14.5=675857.6$ Hz, which rounds to the value quoted. The 2S-2P interval changes by $-3.2$ Hz, where a change of the Coulomb strength in $H_0$ would give zero.

Two conditions limit this equivalence. First, the expansion requires $x\langle\rho\rangle\ll1$, which is a condition on the state as well as on the mediator. The quadratic coefficients above give $\langle\rho\rangle=\frac32$, $6$ and $5$ for 1S, 2S and 2P. A sufficiently extended state can reach the edge of the force even when the ground state lies well inside it.

Second, the quantity imitated is the strength of the Coulomb attraction, which sets the gross scale $mc^2\alpha^2$ of the spectrum. A true change of $\alpha$ would also alter fine structure and radiative corrections. Relativistic corrections to the Yukawa force itself are not treated here.

If the gross scale is itself fitted to hydrogen lines, a very light mediator is absorbed in the fitted value. One way to expose it is to compare that value with the one calculated from independent determinations of $\alpha$ and $m$ that the force does not affect in the same way; the relative difference, about $2g/\alpha$, must then exceed the combined uncertainty. Another way uses hydrogen lines alone: the term $\frac{x^2}{2}\langle\rho\rangle$ grows roughly as $n^2$, so transitions to highly excited levels depart from the fitted Coulomb pattern much more than 1S-2S does.

## Second half: the heavy mediator and the apparent parameters

### Symbols and results carried over

The reduced mass is $m$, the Bohr radius is $a=\hbar/(mc\alpha)$, and $\rho=r/a$. The potential $V=-g\hbar c\,e^{-\mu r}/r$ has range $1/\mu$, is attractive for $g>0$, and enters through $x=\mu a$. To first order in $g$ the levels shift by $\Delta E=-(g\hbar c/a)F(x)$, with

$$F_{1S}=\frac4{(2+x)^2},\qquad F_{2S}=\frac{1+2x^2}{4(1+x)^4},\qquad F_{2P}=\frac1{4(1+x)^4}.$$

For levels with $x\langle\rho\rangle\ll1$, the transition energies change to leading order as if the Coulomb strength were $\alpha+g$. In hydrogen $x=1$ corresponds to a mediator energy of 3.727 keV. The numerical examples use $g=10^{-12}$, for which $g\hbar c/(ah)=9.0116\times10^5$ Hz and $g/\alpha=1.3704\times10^{-10}$.

### What a finite proton radius does to the levels

To say that a force imitates a radius change, one needs the shift caused by a radius. Start with the simplest extended charge, a thin spherical shell of radius $R$ carrying the proton's charge. Outside the shell the electron's potential energy is $-\hbar c\alpha/r$, as for a point. Inside it is constant and equal to $-\hbar c\alpha/R$. The difference from the point-charge potential is therefore

$$\delta U(r)=\hbar c\,\alpha\Big(\frac1r-\frac1R\Big)\quad(r<R),\qquad \delta U=0\quad(r>R).$$

It is positive: spreading out the charge weakens the attraction near the center. Its volume integral is

$$\int\delta U\,d^3r=4\pi\hbar c\,\alpha\int_0^R\Big(r-\frac{r^2}{R}\Big)dr
=4\pi\hbar c\,\alpha\Big(\frac{R^2}2-\frac{R^2}3\Big)=\frac{2\pi}{3}\hbar c\,\alpha R^2 .$$

Any spherically symmetric charge distribution is a sum of shells, weighted by their share of the charge. The potentials add, so $R^2$ is replaced by the mean square charge radius $r_p^2$. No other property of the distribution enters at this order.

The proton is far smaller than the atom, so the electron density may be taken at the origin. From the radial densities, $P/\rho^2$ at $\rho=0$ is $4$ for 1S and $\frac12$ for 2S. Dividing by $4\pi a^3$ gives

$$|\psi_{nS}(0)|^2=\frac1{\pi n^3a^3}\qquad(n=1,2).$$

The finite-size shift of these S states is the product of the two results:

$$\Delta E_{\rm size}=\frac23\,\frac{\hbar c\,\alpha\,r_p^2}{n^3a^3}.$$

Corrections to the constant density are of relative order $r_p/a$. For 2P the density near the origin carries an additional factor $\rho^2$, so the shift is smaller by a factor of order $(r_p/a)^2$ and is neglected.

A uniformly charged sphere with a radius of $10^{-4}a$ served as a numerical test. Its first-order shifts reproduce the formula for 1S and 2S, and its 2P shift is less than a millionth of its 2S shift.

This part has derived the first-order Yukawa shifts of 1S, 2S and 2P, shown that a light mediator changes transition energies like a change of the Coulomb strength, and found the level shift caused by a finite proton radius. It remains to show that a heavy mediator imitates such a radius shift, to find the apparent parameters for any mediator mass, and to apply them to ordinary and muonic hydrogen.
